# Moire period of graphene on hexagonal boron nitride under a small twist: verification in Python

```python
# Result under test: the moire period of graphene on hBN,
#   L = (1 + delta) a / sqrt(delta^2 + 2 (1 + delta)(1 - cos(theta))),
# falls from about 13.9 nm at zero twist to about 9.9 nm at one degree.
# a: graphene lattice constant (nm); delta: (a_hBN - a)/a; theta: twist of hBN.
# The period is measured on explicit lattices as the spacing of the spots
# where hBN lattice points lie close to graphene lattice points.
import numpy as np
from scipy.spatial import cKDTree
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

a = 0.246            # nm, rough typical value
delta = 0.018        # mismatch referred to graphene
graphene = a * np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])  # columns


def period(theta_deg, mismatch=delta):
    t = np.radians(theta_deg)
    root = np.sqrt(mismatch**2 + 2 * (1 + mismatch) * (1 - np.cos(t)))
    return (1 + mismatch) * a / root


def moire_angle(theta_deg):
    t = np.radians(theta_deg)
    return -np.degrees(np.arctan2(np.sin(t), 1 + delta - np.cos(t)))


def hbn_cell(theta_deg):
    t = np.radians(theta_deg)
    turn = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    return (1 + delta) * turn @ graphene


def lattice_points(cell, radius):
    n = int(1.3 * radius / a) + 3
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    points = np.column_stack([i.ravel(), j.ravel()]) @ cell.T
    return points[np.hypot(points[:, 0], points[:, 1]) < radius]


def coincidence_vectors(graphene_points, hbn_points):
    """Vectors from the central coincidence spot to its six neighbours."""
    offset, _ = cKDTree(graphene_points).query(hbn_points)
    cutoff = 0.3 * a
    keep = offset < cutoff
    sites = hbn_points[keep]
    weight = (1 - (offset[keep] / cutoff)**2)**2
    pairs = cKDTree(sites).query_pairs(1.2 * a, output_type="ndarray")
    links = coo_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                       shape=(len(sites), len(sites)))
    count, label = connected_components(links, directed=False)
    total = np.bincount(label, weight, minlength=count)
    centres = np.column_stack([
        np.bincount(label, weight * sites[:, k], minlength=count) / total
        for k in range(2)])
    middle = centres[np.argmin(np.hypot(centres[:, 0], centres[:, 1]))]
    vectors = centres - middle
    order = np.argsort(np.hypot(vectors[:, 0], vectors[:, 1]))
    return vectors[order[1:7]]


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def lengths_from_reciprocal(cell_g, cell_h):
    g = reciprocal(cell_g) - reciprocal(cell_h)
    v = 2 * np.pi * np.linalg.inv(g).T
    three = [v[:, 0], v[:, 1], v[:, 0] - v[:, 1]]
    return np.sort([np.linalg.norm(x) for x in three])


patch = 22.0   # nm, radius of the hBN patch; graphene extends beyond it
graphene_points = lattice_points(graphene, patch + 1)

# Period and rotation measured on the explicit lattices
twists = np.array([0.0, 0.25, 0.5, 0.75, 1.0])
measured, directions = [], []
for twist in twists:
    vec = coincidence_vectors(graphene_points,
                              lattice_points(hbn_cell(twist), patch))
    size = np.hypot(vec[:, 0], vec[:, 1])
    # finite sampling of each spot by lattice points limits the accuracy
    assert np.ptp(size) < 0.02
    assert abs(size.mean() - period(twist)) < 0.01
    measured.append(size.mean())
    unit = (vec[:, 0] + 1j * vec[:, 1]) / size
    directions.append(np.degrees(np.angle(np.mean(unit**6))) / 6)
measured = np.array(measured)
directions = np.unwrap(directions, period=60.0)
assert np.all(np.diff(measured) < 0)
assert np.allclose(directions, moire_angle(twists), atol=0.1)

L0, L1 = period(0.0), period(1.0)
assert round(L0, 1) == 13.9 and round(L1, 1) == 9.9

# The twist at which the period has dropped by sqrt(2), small-angle form
equal_twist = np.degrees(delta / np.sqrt(1 + delta))
assert abs(L0 / period(equal_twist) - np.sqrt(2)) < 1e-4

# Filling density: four electrons per moire cell, from the mini-zone area
densities = []
for twist in (0.0, 1.0):
    g = reciprocal(graphene) - reciprocal(hbn_cell(twist))
    from_zone = 4 * abs(np.linalg.det(g)) / (2 * np.pi)**2
    from_period = 8 / (np.sqrt(3) * period(twist)**2)
    assert abs(from_zone / from_period - 1) < 1e-9
    densities.append(from_period * 1e14)   # nm^-2 to cm^-2

# Uniaxial strain of graphene: three unequal periods, checked on lattices
strain, poisson = 0.001, 0.17   # Poisson ratio: rough typical value
strained = np.diag([1 + strain, 1 - poisson * strain]) @ graphene
strained_periods = lengths_from_reciprocal(strained, hbn_cell(0.0))
vec = coincidence_vectors(lattice_points(strained, patch + 1),
                          lattice_points(hbn_cell(0.0), patch))
found = np.sort(np.hypot(vec[:, 0], vec[:, 1]))
assert np.allclose(found, np.repeat(strained_periods, 2), atol=0.02)

# Local relaxation that repeats with the moire: the period must survive
amplitude = 0.005   # nm, per wave
g = reciprocal(graphene) - reciprocal(hbn_cell(0.0))
shift = np.zeros_like(graphene_points)
for wave in (g[:, 0], g[:, 1], -g[:, 0] - g[:, 1]):
    phase = graphene_points @ wave + 0.7
    shift += amplitude * np.outer(np.sin(phase), wave / np.linalg.norm(wave))
vec = coincidence_vectors(graphene_points + shift,
                          lattice_points(hbn_cell(0.0), patch))
relaxed_period = np.hypot(vec[:, 0], vec[:, 1]).mean()
largest_shift = np.hypot(shift[:, 0], shift[:, 1]).max()
assert abs(relaxed_period - L0) < 0.02

# Thermal change of the mismatch, rough differential expansion coefficient
expansion, temperature_span = 1e-6, 300.0   # 1/K, K
thermal_mismatch = expansion * temperature_span
thermal_0 = abs(period(0.0, delta + thermal_mismatch) - L0)
thermal_1 = abs(period(1.0, delta + thermal_mismatch) - L1)

one = np.radians(1.0)
print(f"graphene lattice constant: {a:.3f} nm")
print(f"mismatch referred to graphene: {100 * delta:.1f} percent")
print(f"hBN lattice constant: {(1 + delta) * a:.6f} nm")
print(f"one degree in radians: {one:.6f}")
print(f"1 - cos(1 degree): {1 - np.cos(one):.4e}")
print(f"mismatch term delta^2: {delta**2:.4e}")
print(f"twist term at 1 degree: {2 * (1 + delta) * (1 - np.cos(one)):.4e}")
root_one = np.sqrt(delta**2 + 2 * (1 + delta) * (1 - np.cos(one)))
print(f"square root of their sum: {root_one:.6f}")
for twist, seen, turn in zip(twists, measured, directions):
    print(f"twist {twist:.2f} deg: L formula {period(twist):.3f} nm, "
          f"lattices {seen:.3f} nm")
    print(f"  moire rotation: formula {moire_angle(twist) + 0.0:.2f} deg, "
          f"lattices {turn + 0.0:.2f} deg")
print(f"main periods in angstrom: {10 * L0:.1f} and {10 * L1:.1f}")
print(f"ratio L(1 deg)/L(0): {L1 / L0:.4f}")
print(f"twist where both terms are equal: {equal_twist:.3f} deg")
print(f"L(0) in graphene lattice constants: {L0 / a:.2f}")
print(f"L(0) in hBN lattice constants: {L0 / ((1 + delta) * a):.2f}")
print(f"filling density at 0 deg: {densities[0]:.3e} cm^-2")
print(f"filling density at 1 deg: {densities[1]:.3e} cm^-2")
other = 1 / (1 - delta) - 1
print(f"L(0) if 1.8 percent refers to hBN: {period(0.0, other):.3f} nm")
print(f"L(1 deg) if 1.8 percent refers to hBN: {period(1.0, other):.3f} nm")
for m in (0.0175, 0.0185):
    print(f"mismatch {100 * m:.2f} percent: L(0) {period(0.0, m):.2f} nm, "
          f"L(1 deg) {period(1.0, m):.2f} nm")
print(f"L at 0.9 deg: {period(0.9):.2f} nm, at 1.1 deg: {period(1.1):.2f} nm")
print(f"L at 0.1 deg: {period(0.1):.2f} nm")
print(f"uniaxial graphene strain: {100 * strain:.1f} percent, "
      f"Poisson ratio {poisson:.2f} (rough)")
print("three periods under this strain, 0 deg: "
      + ", ".join(f"{x:.2f}" for x in strained_periods) + " nm")
print(f"differential expansion (rough): {expansion:.0e} 1/K "
      f"over {temperature_span:.0f} K")
print(f"thermal change of L: {thermal_0:.2f} nm at 0 deg, "
      f"{thermal_1:.2f} nm at 1 deg")
print(f"largest local relaxation shift tried: {largest_shift:.4f} nm")
print(f"period on relaxed lattices, 0 deg: {relaxed_period:.3f} nm")
print("finished without a failed check")
```

Running it gives:

```
graphene lattice constant: 0.246 nm
mismatch referred to graphene: 1.8 percent
hBN lattice constant: 0.250428 nm
one degree in radians: 0.017453
1 - cos(1 degree): 1.5230e-04
mismatch term delta^2: 3.2400e-04
twist term at 1 degree: 3.1009e-04
square root of their sum: 0.025181
twist 0.00 deg: L formula 13.913 nm, lattices 13.913 nm
  moire rotation: formula 0.00 deg, lattices -0.00 deg
twist 0.25 deg: L formula 13.514 nm, lattices 13.514 nm
  moire rotation: formula -13.62 deg, lattices -13.62 deg
twist 0.50 deg: L formula 12.498 nm, lattices 12.498 nm
  moire rotation: formula -25.82 deg, lattices -25.82 deg
twist 0.75 deg: L formula 11.217 nm, lattices 11.217 nm
  moire rotation: formula -35.90 deg, lattices -35.90 deg
twist 1.00 deg: L formula 9.945 nm, lattices 9.945 nm
  moire rotation: formula -43.87 deg, lattices -43.87 deg
main periods in angstrom: 139.1 and 99.5
ratio L(1 deg)/L(0): 0.7148
twist where both terms are equal: 1.022 deg
L(0) in graphene lattice constants: 56.56
L(0) in hBN lattice constants: 55.56
filling density at 0 deg: 2.386e+12 cm^-2
filling density at 1 deg: 4.670e+12 cm^-2
L(0) if 1.8 percent refers to hBN: 13.667 nm
L(1 deg) if 1.8 percent refers to hBN: 9.855 nm
mismatch 1.75 percent: L(0) 14.30 nm, L(1 deg) 10.08 nm
mismatch 1.85 percent: L(0) 13.54 nm, L(1 deg) 9.81 nm
L at 0.9 deg: 10.44 nm, at 1.1 deg: 9.47 nm
L at 0.1 deg: 13.85 nm
uniaxial graphene strain: 0.1 percent, Poisson ratio 0.17 (rough)
three periods under this strain, 0 deg: 14.03, 14.03, 14.75 nm
differential expansion (rough): 1e-06 1/K over 300 K
thermal change of L: 0.22 nm at 0 deg, 0.08 nm at 1 deg
largest local relaxation shift tried: 0.0099 nm
period on relaxed lattices, 0 deg: 13.913 nm
finished without a failed check
```
